# Dimer of s-wave scatterers: scattering path matrix, poles and local density: verification in Python

```python
"""
Two identical zero-range s-wave scatterers (scattering length a, distance R).
Hartree atomic units, E = k^2/2, Im k >= 0.  Results under test:
  tau_even, tau_odd = 2 pi / (1/a + i k +- exp(i k R)/R)
  tau_11 = (tau_even + tau_odd)/2,  tau_12 = (tau_even - tau_odd)/2
  bound poles k = i kappa:  kappa = 1/a +- exp(-kappa R)/R
  LDOS change = -(1/pi) Im[tau_even (g1+g2)^2/2 + tau_odd (g1-g2)^2/2]
where g1, g2 are free Green functions from the point to the two sites.
parity = +1 is the even (bonding) channel, -1 the odd (antibonding) one.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.linalg import eigvalsh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def free_green(distance, k):
    return -np.exp(1j * k * distance) / (2 * pi * distance)


def single_t(k, a):
    return 2 * pi * a / (1 + 1j * k * a)


def tau_channel(parity, k, R, a):
    return 2 * pi / (1 / a + 1j * k + parity * np.exp(1j * k * R) / R)


def ldos_part(parity, r1, r2, k, R, a):
    wave = free_green(r1, k) + parity * free_green(r2, k)
    return -np.imag(0.5 * tau_channel(parity, k, R, a) * wave**2) / pi


def bound_kappa(parity, R, a):
    def mismatch(q):
        return q - 1 / a - parity * np.exp(-q * R) / R
    return brentq(mismatch, 1e-10, 1 / abs(a) + 1 / R + 1, xtol=1e-14)


def bound_density(parity, r1, r2, kappa, R):
    norm2 = kappa / (4 * pi * (1 + parity * np.exp(-kappa * R)))
    return norm2 * (np.exp(-kappa * r1) / r1
                    + parity * np.exp(-kappa * r2) / r2)**2


# ---- Hamiltonian with a separable potential of short range 1/cutoff ----
NODES, WEIGHTS = np.polynomial.legendre.leggauss(800)


def lowest_level(parity, R, a, cutoff):
    """Lowest eigenvalue in one parity sector; parity 0 = one scatterer."""
    p = 2.5 * cutoff * (NODES + 1)
    w = 2.5 * cutoff * WEIGHTS
    form = np.exp(-p**2 / (2 * cutoff**2))
    measure = w * p**2 / (2 * pi**2)
    # the strength is fixed by the scattering length of one scatterer
    strength = 1 / (1 / (2 * pi * a) - np.sum(measure * form**2 * 2 / p**2))
    angular = 1 + parity * np.sinc(p * R / pi)
    u = form * np.sqrt(measure * angular)
    H = np.diag(p**2 / 2) + strength * np.outer(u, u)
    return eigvalsh(H, subset_by_index=[0, 0])[0]


def zero_range_level(parity, R, a):
    """Extrapolation in powers of 1/cutoff through three cutoffs."""
    e1, e2, e3 = [lowest_level(parity, R, a, c) for c in (16., 32., 64.)]
    return (4 * (2 * e3 - e2) - (2 * e2 - e1)) / 3


# ---- LDOS from its definition: sum of |psi|^2 over incoming directions ----
def ldos_from_states(point, sites, k, a):
    mu, wmu = np.polynomial.legendre.leggauss(40)
    phi = 2 * pi * np.arange(40) / 40
    M, P = np.meshgrid(mu, phi, indexing="ij")
    S = np.sqrt(1 - M**2)
    dirs = np.stack([S * np.cos(P), S * np.sin(P), M], -1).reshape(-1, 3)
    weight = np.repeat(wmu, 40) * 2 * pi / 40
    n = len(sites)
    # at each site psi must behave as A (1/r - 1/a)
    cond = np.zeros((n, n), complex)
    for i in range(n):
        for j in range(n):
            if i == j:
                cond[i, j] = 1 / a + 1j * k
            else:
                d = np.linalg.norm(sites[i] - sites[j])
                cond[i, j] = np.exp(1j * k * d) / d
    amplitudes = np.linalg.solve(cond, -np.exp(1j * k * (sites @ dirs.T)))
    psi = np.exp(1j * k * (dirs @ point))
    for i in range(n):
        r = np.linalg.norm(point - sites[i])
        psi = psi + amplitudes[i] * np.exp(1j * k * r) / r
    return k / (2 * pi)**3 * np.sum(weight * abs(psi)**2)


# ---- worked example: inputs and poles ----
a, R, E = 2.0, 3.0, 0.125
k = np.sqrt(2 * E)
E_iso = -1 / (2 * a**2)
kap = {s: bound_kappa(s, R, a) for s in (1, -1)}
lev = {s: -kap[s]**2 / 2 for s in (1, -1)}
name = {1: "bonding", -1: "antibonding"}

# poles against diagonalization; tolerance = remainder of extrapolation
assert abs(zero_range_level(0, R, a) - E_iso) < 5e-5
diag = {s: zero_range_level(s, R, a) for s in (1, -1)}
for s in (1, -1):
    assert abs(diag[s] - lev[s]) < 5e-5

# existence conditions, each tested where binding could fail
a_weak, R_close = -2.0, 1.0
kap_weak = bound_kappa(1, R_close, a_weak)
E_weak = -kap_weak**2 / 2
diag_weak = zero_range_level(1, R_close, a_weak)
assert abs(diag_weak - E_weak) < 5e-5
assert lowest_level(-1, 1.0, 2.0, 64.) > -1e-8    # odd, R < a: unbound
assert lowest_level(0, 1.0, a_weak, 64.) > -1e-8  # one weak scatterer
assert lowest_level(1, 3.0, a_weak, 64.) > -1e-8  # even, R > |a|: unbound

# splitting at large distance
R_far = 12.0
far = (bound_kappa(1, R_far, a)**2 - bound_kappa(-1, R_far, a)**2) / 2
far_law = 2 * np.exp(-R_far / a) / (a * R_far)
assert abs(far / far_law - 1) < 1e-3

# ---- matrix inverse against the explicit sum over scattering paths ----
t, g = single_t(k, a), free_green(R, k)
tau = {s: tau_channel(s, k, R, a) for s in (1, -1)}
tau11, tau12 = (tau[1] + tau[-1]) / 2, (tau[1] - tau[-1]) / 2
hop = np.array([[0, g], [g, 0]])
term = t * np.eye(2, dtype=complex)
paths = term.copy()
for _ in range(80):
    term = t * hop @ term
    paths += term
assert abs(t * g) < 1
assert np.allclose(paths, [[tau11, tau12], [tau12, tau11]], atol=1e-11)

# ---- LDOS formula against the sum over scattering states ----
sites = np.array([[0, 0, R / 2], [0, 0, -R / 2]])
mid, outer = np.zeros(3), np.array([0, 0, R / 2 + 1])
side = np.array([0.7, 0.3, 0.4])
for q in (0.2, k, 1.0, 1.4):
    for point in (mid, outer, side):
        r1, r2 = np.linalg.norm(point - sites, axis=1)
        formula = q / (2 * pi**2) + sum(
            ldos_part(s, r1, r2, q, R, a) for s in (1, -1))
        assert abs(formula - ldos_from_states(point, sites, q, a)) < 1e-10

# strength of the 1/r^2 divergence at a site; corrections are of order r
tiny = 1e-5
near = sites[0] + np.array([tiny, 0, 0])
C_dimer, C_iso = -tau11.imag / (4 * pi**3), -t.imag / (4 * pi**3)
assert abs(tiny**2 * ldos_from_states(near, sites, k, a) / C_dimer - 1) < 1e-4
assert abs(tiny**2 * ldos_from_states(near, sites[:1], k, a) / C_iso - 1) < 1e-4

# ---- bound-state weights: contour integral and spatial norm ----
circle = 0.01 * np.exp(2j * pi * np.arange(64) / 64)
for s in (1, -1):
    for point in (mid, outer, side):
        r1, r2 = np.linalg.norm(point - sites, axis=1)
        residue = 0
        for step in circle:
            q = 1j * np.sqrt(-2 * (lev[s] + step))
            gq, inv_t = free_green(R, q), 1 / single_t(q, a)
            path_op = np.linalg.inv(np.array([[inv_t, -gq], [-gq, inv_t]]))
            v = np.array([free_green(r1, q), free_green(r2, q)])
            residue += (v @ path_op @ v) * step / len(circle)
        assert abs(residue - bound_density(s, r1, r2, kap[s], R)) < 1e-9

x, wx = np.polynomial.legendre.leggauss(120)
norms = {}
for s in (1, -1):
    total, r_max = 0.0, 20 / kap[s]
    for lo in (-1.0, 0.0):                # cosine panels [-1,0] and [0,1]
        for m, wm in zip(lo + (x + 1) / 2, wx / 2):
            top = min(r_max, R / (2 * m)) if m > 0 else r_max
            r = top * (x + 1) / 2         # half space nearer to one site
            r2 = np.sqrt(r**2 + R**2 - 2 * r * R * m)
            dens = bound_density(s, r, r2, kap[s], R)
            total += wm * np.sum(wx * top / 2 * dens * r**2)
    norms[s] = 4 * pi * total             # two halves times 2 pi
    assert abs(norms[s] - 1) < 1e-6


# ---- printed numbers ----
def show(label, z, unit):
    print(f"{label} = {z.real:.5f} {z.imag:+.5f} i {unit}")


print(f"a = {a:.1f} bohr, R = {R:.1f} bohr")
print(f"isolated level = {E_iso:.5f} hartree")
for s in (1, -1):
    q, iterates = 1 / a, []
    for _ in range(5):
        q = 1 / a + s * np.exp(-q * R) / R
        iterates.append(f"{q:.5f}")
    print(f"{name[s]} iterates from 1/a (1/bohr):", " ".join(iterates))
    print(f"{name[s]} kappa = {kap[s]:.5f} 1/bohr")
    print(f"{name[s]} E = {lev[s]:.5f} hartree = {lev[s]*HARTREE_EV:.3f} eV")
    print(f"{name[s]} E by diagonalization = {diag[s]:.5f} hartree")
    print(f"{name[s]} shift from isolated = {lev[s]-E_iso:+.5f} hartree")
    print(f"{name[s]} norm by quadrature = {norms[s]:.6f}")
    for label, r1, r2 in (("midpoint", R/2, R/2), ("outer point", 1., R+1)):
        value = bound_density(s, r1, r2, kap[s], R)
        print(f"{name[s]} density at {label} = {value:.6f} 1/bohr^3")
print(f"splitting = {lev[-1]-lev[1]:.5f} hartree")
print(f"large-R law at R = 3 bohr: {2*np.exp(-R/a)/(a*R):.5f} hartree")
print(f"R = {R_far:.0f} bohr: splitting {far:.6e}, law {far_law:.6e} hartree")
print(f"weak pair: a = {a_weak:.1f} bohr, R = {R_close:.1f} bohr")
print(f"weak pair kappa = {kap_weak:.5f} 1/bohr, E = {E_weak:.5f} hartree")
print(f"weak pair E by diagonalization = {diag_weak:.5f} hartree")
print(f"continuum example: E = {E:.3f} hartree, k = {k:.3f} 1/bohr")
show("t", t, "hartree bohr^3")
show("g", g, "1/(hartree bohr^3)")
print(f"|t g| = {abs(t*g):.5f}")
show("tau_even", tau[1], "hartree bohr^3")
show("tau_odd", tau[-1], "hartree bohr^3")
show("tau_11", tau11, "hartree bohr^3")
show("tau_12", tau12, "hartree bohr^3")
print("LDOS below in 1/(hartree bohr^3)")
n_free = k / (2 * pi**2)
print(f"free LDOS = {n_free:.6f}")
for label, r1, r2 in (("midpoint", R/2, R/2), ("outer point", 1., R+1)):
    ev, od = [ldos_part(s, r1, r2, k, R, a) for s in (1, -1)]
    print(f"{label}: even {ev:+.6f}, odd {od:+.6f}, change {ev+od:+.6f}, "
          f"total {n_free+ev+od:.6f}")
print(f"site strength: dimer {C_dimer:.6f}, isolated {C_iso:.6f} "
      f"1/(hartree bohr), ratio {C_dimer/C_iso:.4f}")
print("E (hartree) | free LDOS | midpoint change | site ratio")
for energy in (0.02, 0.125, 0.5, 1.0):
    q = np.sqrt(2 * energy)
    change = sum(ldos_part(s, R/2, R/2, q, R, a) for s in (1, -1))
    site = sum(tau_channel(s, q, R, a) for s in (1, -1)) / 2
    ratio = site.imag / single_t(q, a).imag
    print(f"{energy:.3f} | {q/(2*pi**2):.6f} | {change:+.6f} | {ratio:.4f}")
print("success")
```

It prints:

```
a = 2.0 bohr, R = 3.0 bohr
isolated level = -0.12500 hartree
bonding iterates from 1/a (1/bohr): 0.57438 0.55950 0.56222 0.56171 0.56181
bonding kappa = 0.56179 1/bohr
bonding E = -0.15780 hartree = -4.294 eV
bonding E by diagonalization = -0.15781 hartree
bonding shift from isolated = -0.03280 hartree
bonding norm by quadrature = 1.000000
bonding density at midpoint = 0.012429 1/bohr^3
bonding density at outer point = 0.013424 1/bohr^3
antibonding iterates from 1/a (1/bohr): 0.42562 0.40703 0.40170 0.40011 0.39964
antibonding kappa = 0.39943 1/bohr
antibonding E = -0.07977 hartree = -2.171 eV
antibonding E by diagonalization = -0.07978 hartree
antibonding shift from isolated = +0.04523 hartree
antibonding norm by quadrature = 1.000000
antibonding density at midpoint = 0.000000 1/bohr^3
antibonding density at outer point = 0.017504 1/bohr^3
splitting = 0.07803 hartree
large-R law at R = 3 bohr: 0.07438 hartree
R = 12 bohr: splitting 2.065644e-04, law 2.065627e-04 hartree
weak pair: a = -2.0 bohr, R = 1.0 bohr
weak pair kappa = 0.26625 1/bohr, E = -0.03544 hartree
weak pair E by diagonalization = -0.03544 hartree
continuum example: E = 0.125 hartree, k = 0.500 1/bohr
t = 6.28319 -6.28319 i hartree bohr^3
g = -0.00375 -0.05292 i 1/(hartree bohr^3)
|t g| = 0.47140
tau_even = 3.40135 -5.40819 i hartree bohr^3
tau_odd = 11.73743 -4.12669 i hartree bohr^3
tau_11 = 7.56939 -4.76744 i hartree bohr^3
tau_12 = -4.16804 -0.64075 i hartree bohr^3
LDOS below in 1/(hartree bohr^3)
free LDOS = 0.025330
midpoint: even -0.021575, odd -0.000000, change -0.021575, total 0.003756
outer point: even -0.012837, odd -0.008447, change -0.021284, total 0.004046
site strength: dimer 0.038439, isolated 0.050661 1/(hartree bohr), ratio 0.7588
E (hartree) | free LDOS | midpoint change | site ratio
0.020 | 0.010132 | -0.007026 | 0.5430
0.125 | 0.025330 | -0.021575 | 0.7588
0.500 | 0.050661 | -0.042445 | 0.9545
1.000 | 0.071645 | -0.006389 | 1.0549
success
```
